# Where the relative mass variance of silicon-germanium peaks, and what follows

**The argument under review**

The argument concerns phonon scattering in a random alloy $\mathrm{Si}_{1-x}\mathrm{Ge}_x$ and runs as follows.

1. Phonons are scattered because the two kinds of atom differ in mass. The strength of this disorder is measured by the relative mass variance $g$.
2. Disorder is greatest when the two kinds are present in equal numbers.
3. Therefore $g$ is greatest at $x=1/2$.
4. Therefore a phonon has its shortest mean free path at $x=1/2$.

Step 1 is sound for long waves, under conditions given below. Step 2 is true of the plain variance of the masses. Step 3 does not follow from it. Step 4 contains an unstated choice, and one way of making that choice restores its conclusion although step 3 is wrong.

**Comment 1: the variance and the relative variance are different functions**

Let $m_1$ and $m_2$ be the mean atomic masses of silicon and germanium, $D=m_2-m_1>0$, and

$$M=(1-x)m_1+x m_2=m_1+xD$$

the mean mass of the alloy. The relative variance is defined by

$$g=(1-x)\left(1-\frac{m_1}{M}\right)^2+x\left(1-\frac{m_2}{M}\right)^2 .$$

The deviations from the mean are $m_1-M=-xD$ and $m_2-M=(1-x)D$. Putting them in gives

$$g=\frac{(1-x)x^2D^2+x(1-x)^2D^2}{M^2}=\frac{x(1-x)D^2}{M^2},$$

because the common factor $x(1-x)D^2$ multiplies $x+(1-x)=1$.

The numerator is the plain variance, and it peaks at $x=1/2$. The denominator grows with $x$, since each germanium atom put in place of a silicon atom raises the mean mass. To see what this does, take the logarithmic derivative:

$$\frac{d\ln g}{dx}=\frac1x-\frac1{1-x}-\frac{2D}{M}.$$

At $x=1/2$ the first two terms cancel and the third remains. The slope there is negative, so $g$ is already falling at equal composition.

For the stationary point, set the derivative to zero and use $1/x-1/(1-x)=(1-2x)/[x(1-x)]$:

$$(1-2x)(m_1+xD)=2D\,x(1-x).$$

Multiplied out, this reads

$$m_1+xD-2xm_1-2x^2D=2xD-2x^2D .$$

The quadratic terms cancel, leaving $m_1=x(2m_1+D)$. Since $2m_1+D=m_1+m_2$,

$$x^*=\frac{m_1}{m_1+m_2}.$$

This is the maximum, because $g$ vanishes at $x=0$ and $x=1$, is positive between them, and has this one stationary point.

With $m_1=28.085$ u and $m_2=72.630$ u,

$$x^*=\frac{28.085}{28.085+72.630}=0.279 .$$

A numerical search for the maximum of the defining expression gives the same value.

For the height, $1-x^*=m_2/(m_1+m_2)$ and $M(x^*)=2m_1m_2/(m_1+m_2)$, so

$$g(x^*)=\frac{m_1m_2D^2}{(m_1+m_2)^2}\,\frac{(m_1+m_2)^2}{4m_1^2m_2^2}=\frac{D^2}{4m_1m_2}=0.243 .$$

At equal composition $M=(m_1+m_2)/2$, and $g(1/2)=D^2/(m_1+m_2)^2=0.196$. The ratio of the two is $(m_1+m_2)^2/(4m_1m_2)=1.24$. The maximum is broad: $g$ is 0.232 at $x=0.2$ and 0.226 at $x=0.4$.

**Comment 2: there is an equal mixture at the peak, but it is equal by weight**

The intuition behind step 2 can be kept if the mixture is measured differently. The weight fraction of germanium is $w=xm_2/M$, and that of silicon is $1-w=(1-x)m_1/M$. Their product is

$$w(1-w)=\frac{x(1-x)m_1m_2}{M^2},\qquad\text{so}\qquad g=w(1-w)\,\frac{D^2}{m_1m_2}.$$

In terms of weight, $g$ is a symmetric parabola with its maximum at $w=1/2$. Germanium atoms are heavier, so fewer of them are needed to supply half the weight.

Two limits show when the distinction matters. The identity

$$x^*=\frac12-\frac{D}{2(m_1+m_2)}$$

shows that the peak approaches equal composition when the masses are nearly equal. In the opposite limit, $m_2\gg m_1$, the peak moves to $x^*\approx m_1/m_2$ and its height grows as $m_2/(4m_1)$. A few heavy atoms in a light host then give the largest relative variance. With so large a variance, the weak-scattering theory used next can no longer be taken for granted.

**Comment 3: how $g$ enters the mean free path**

Step 4 needs a calculation. Take a simple model: one displacement $u_i$ per site, a cubic lattice of spacing $a$, volume per atom $V=a^3$, and equal springs $K$ between neighbours. Springs and spacing do not depend on composition. In atomic units $\hbar=1$, so the phonon energy equals its angular frequency $\omega$.

For motion proportional to $e^{-i\omega t}$, Newton's law is

$$-m_i\omega^2u_i=K\sum_j(u_j-u_i),$$

with $j$ running over the neighbours of $i$. Write $m_i=M+\delta m_i$. For waves much longer than $a$, the sum becomes $a^2\nabla^2u$, and

$$Ka^2\nabla^2u+M\omega^2u=-\delta m_i\,\omega^2u_i .$$

The left side describes a uniform crystal of atoms of mass $M$. Its waves obey $M\omega^2=Ka^2q^2$, where $q$ is the wavenumber, so the sound speed $v$ satisfies $Mv^2=Ka^2$. The right side acts as a force at each site where the mass differs from the mean.

Consider one such site, at the origin, in an incident wave of amplitude $u_0$. To lowest order the field at the site is $u_0$. A quantity present at a single site becomes $V\delta(\mathbf r)$ in the continuum. Dividing by $Ka^2$ and using $\omega^2/(Ka^2)=q^2/M$ gives

$$(\nabla^2+q^2)u=-\frac{\delta m}{M}Vq^2u_0\,\delta(\mathbf r).$$

Since $(\nabla^2+q^2)\,e^{iqr}/(4\pi r)=-\delta(\mathbf r)$, the outgoing wave is

$$u_s=\frac{\delta m}{M}\,Vq^2u_0\,\frac{e^{iqr}}{4\pi r}.$$

Incident and scattered waves travel in the same medium at the same frequency, so their energy fluxes are in the ratio $|u_s|^2/|u_0|^2$. Multiplying by the area $4\pi r^2$ gives the cross-section

$$\sigma=\left(\frac{\delta m}{M}\right)^2\frac{V^2q^4}{4\pi}.$$

With many such sites, the amplitude scattered with wavevector change $\mathbf Q$ is proportional to $\sum_i\delta m_i e^{i\mathbf Q\cdot\mathbf r_i}$. Its mean square contains the averages $\langle\delta m_i\delta m_j\rangle$. For $i\ne j$ these vanish, because the sites are filled independently and $\langle\delta m_i\rangle=0$. What remains is the number of sites times the variance: powers add, even in a concentrated alloy. In one random array of $64^3$ masses at $x=0.279$, the power per site averaged over 2744 wavevectors, with components below half the zone-boundary value, was 0.967 of the plain variance. A single such power has a relative spread of about one, so a sampling error near 2 percent is expected.

With $1/V$ atoms per unit volume, the inverse mean free path is the average cross-section divided by $V$:

$$\frac1l=\frac{V g\,q^4}{4\pi}.$$

This supports step 1 for random sites, long waves and weak scattering.

**Comment 4: step 4 must say what is held fixed**

If phonons of the same wavelength are compared in alloys of different composition, $q$ is fixed. Then $1/l$ is proportional to $g$, and the shortest path is at $x^*$.

If phonons of the same frequency are compared, $q$ changes with composition, because a heavier crystal carries slower waves. From $q^2=M\omega^2/(Ka^2)$,

$$\frac1l=\frac{V}{4\pi}\,\frac{x(1-x)D^2}{M^2}\,\frac{M^2\omega^4}{(Ka^2)^2}=\frac{V D^2\omega^4}{4\pi(Ka^2)^2}\,x(1-x).$$

The factor $M^2$ has cancelled. In this lowest-order, long-wave formula the shortest path is now at $x=1/2$, as the argument claimed, but $g$ does not peak there. In physical terms, the scattered amplitude is set by the disturbing force $\delta m\,\omega^2u_0$ divided by the stiffness it works against. Once $\omega$ is fixed, neither the mean square of this force, $x(1-x)D^2\omega^4u_0^2$, nor the stiffness contains $M$.

The formula $1/l=Vgq^4/(4\pi)$ was tested against the power radiated, to lowest order in the mass error, on the discrete cubic lattice, with $q$ taken from the lattice's own relation between frequency and wavenumber. The frequency was held at the value for which $M\omega^2/K=0.04$ at $x=1/2$. At $x=0.1$, 0.279, 0.5 and 0.8 the formula for $1/l$ differed from the lattice result by at most 0.42 percent of the formula's value. The lattice maximum at fixed frequency lay at $x=0.501$. This test probes only the long-wave step. With scattering kept beyond lowest order, in a self-consistent single-site treatment of the same lattice at the same frequency, the largest difference grows to 1.7 percent, at $x=0.1$, and the maximum lies at $x=0.497$.

A scattering rate is a third quantity. It equals $v/l$, and $v$ is proportional to $M^{-1/2}$. The extra factor adds $-D/(2M)$ to the logarithmic slope. That is negative at the old maximum, so the rate peaks on the silicon-rich side of $1/2$ at fixed frequency, and on the silicon-rich side of $x^*$ at fixed wavelength.

**Comment 5: a case with multiple scattering retained**

One may object that $g\approx0.24$ is not very small and that the derivation treats each atom separately. A chain allows a test in which all multiple scattering is kept. Let its spacing be one, so that $q$ is the phase advance per site. The equation for one mass error becomes

$$u''+q^2u=-\frac{\delta m}{M}q^2u_0\,\delta(n).$$

The outgoing solution of $G''+q^2G=-\delta(n)$ is $G=ie^{iq|n|}/(2q)$: its slope jumps by $-1$ at the origin, as required. The reflected wave therefore has relative amplitude $i(\delta m/M)q/2$, and the reflected power fraction is

$$R=\left(\frac{\delta m}{M}\right)^2\frac{q^2}{4}.$$

Two reflectors in series, with reflection amplitudes $r_1$, $r_2$ and transmitted fractions $T_1$, $T_2$, transmit

$$T=\frac{T_1T_2}{|1-r_1r_2e^{i\theta}|^2},$$

where the denominator sums the repeated reflections between them and $\theta$ is the round-trip phase. If $\theta$ is evenly distributed, the average of $\ln|1-ze^{i\theta}|^2$ is zero for $|z|<1$, as the series $\ln(1-ze^{i\theta})=-\sum_k z^ke^{ik\theta}/k$ shows term by term. So the averages of $\ln T$ add. Each site contributes $\ln(1-R)\approx-R$, with mean $-gq^2/4$. This is the decay of power. The amplitude decays at half that rate:

$$\gamma=\frac{g q^2}{8}\quad\text{per site}.$$

A solution started at one end of the chain generally grows at this same rate, which is how $\gamma$ was measured. For 4000 random chains of 8000 sites at each composition, with $q=0.2$ held fixed, the results were:

| $x$ | simulated $\gamma$ | $gq^2/8$ |
|---|---|---|
| 0.100 | $8.46\times10^{-4}$ | $8.43\times10^{-4}$ |
| 0.279 | $1.219\times10^{-3}$ | $1.216\times10^{-3}$ |
| 0.500 | $9.87\times10^{-4}$ | $9.78\times10^{-4}$ |
| 0.800 | $3.95\times10^{-4}$ | $3.91\times10^{-4}$ |

The simulation solves the chain equation itself and assumes neither weak reflection nor even phases. It agrees with the formula to about 1 percent of the formula's value. At fixed wavelength, the decay at $x=0.279$ is clearly faster than at equal composition. The chain is a lenient case, however. Its response at the site of the force, $G=i/(2q)$, is purely imaginary, so the first correction beyond lowest order described in Comment 7 is absent from it, and agreement at the 1 percent level does not carry over to silicon-rich alloys in three dimensions: at the same $q=0.2$ the self-consistent treatment of the cubic lattice departs from $Vgq^4/(4\pi)$ by 2.6 percent at $x=0.1$ and 1.3 percent at $x^*$, and by about 0.5 percent or less at 0.5 and 0.8.

**Comment 6: numbers for a heat-carrying phonon**

Take a wavelength of 3 nm, with rough silicon-like values $V=0.020$ nm³ and $v=6000$ m/s in pure silicon. Then $q=2\pi/(3\ \text{nm})=2.094$ nm⁻¹. In silicon the phonon energy, with $\hbar$ restored, is $\hbar vq=0.00827$ eV. At the peak of $g$,

$$l=\frac{4\pi}{Vgq^4}=\frac{12.57}{0.020\times0.2432\times(2.094)^4}\ \text{nm}=134\ \text{nm},$$

or about 1340 angstrom. The next table gives $l$ at fixed wavelength and at fixed energy 0.00827 eV.

| $x$ | $g$ | $l$, fixed wavelength (nm) | $l$, fixed energy (nm) |
|---|---|---|---|
| 0.1 | 0.169 | 194 | 144 |
| 0.279 | 0.243 | 134 | 65 |
| 0.5 | 0.196 | 167 | 52 |
| 0.8 | 0.078 | 418 | 81 |

The last column is shorter because, at fixed energy, the wavenumber in the alloy exceeds that in silicon by $\sqrt{M/m_1}$, and $l$ falls as $q^{-4}$. At $x=1/2$ the factor is $(m_1/M)^2=(28.085/50.36)^2=0.311$, which takes 167 nm to 52 nm.

The two columns place the minimum differently, yet the penalty for choosing the other composition is the same factor, 1.24. At fixed wavelength it is $g(x^*)/g(1/2)$. At fixed energy it is $\tfrac14/[x^*(1-x^*)]$, which also equals $(m_1+m_2)^2/(4m_1m_2)$.

**Comment 7: how far real silicon-germanium departs from the model**

The sound speed is nearer to that of transverse than of longitudinal waves in silicon, and all coefficients in this comment are rough. Germanium bonds are about 4 percent longer. With a strain coefficient of 40, a term $40(0.04)^2x(1-x)$ added to $g$ raises the scattering by 5 percent at $x^*$ and moves the fixed-wavelength maximum to 0.288. Growth of the atomic volume, taken alone, moves it to 0.289. At fixed energy, the same growth together with a 10 percent fall of $Mv^2$ from silicon to germanium moves the lowest-order maximum from 0.50 to 0.54; scattering beyond lowest order, treated below, pushes it back by a similar amount. Real waves also change polarisation. A point force shares its squared projection one third to longitudinal and two thirds to transverse waves, each weighted by the number of available modes, which varies as $v^{-3}$. For a speed ratio of 1.6 the scattering is multiplied by 3.06 for an incident longitudinal wave and by 0.75 for a transverse one. These figures are for an isotropic solid; with the elastic constants of silicon they range over the main directions from about 2.9 to 4.0 and from about 0.5 to 1.0. For longitudinal waves polarisation is the largest correction found to the path length at fixed wavelength. For transverse waves it depends on direction: along a cube axis of silicon it is only about 2 percent, smaller than the dispersion and phonon-phonon corrections below. In either case it leaves the position of the maximum alone if the speed ratio does not vary with composition. Silicon isotopes contribute a $g$ of about $2\times10^{-4}$, which is negligible here. Interfaces limit this phonon in a layer thinner than its path, and they limit the conductivity in much thicker layers. In the Debye sum of the Recommendation, at $x^*$, about three quarters of the heat is carried by waves longer than 3 nm and half by phonons with paths above about 2 micrometres; adding a boundary path of 1 micrometre lowers the conductivity to less than half.

The largest shift of the fixed-wavelength maximum comes from scattering beyond lowest order. The field at a misfit atom is not $u_0$ but $u_0/(1-sG)$, where $s=\delta m\,\omega^2/K$ and $G$ is the lattice's response at the site of the force, in units of $1/K$. For long waves the real part of $G$ is positive, so heavy atoms scatter more than the lowest order says and light atoms less. To first order in $s$ the power changes by the factor $1+2s\,\mathrm{Re}\,G$, and the averaged correction is governed by

$$\frac{\langle\delta m^3\rangle}{\langle\delta m^2\rangle}=\frac{x(1-x)D^3[(1-x)^2-x^2]}{x(1-x)D^2}=(1-2x)D .$$

This is positive below $x=1/2$ and largest for dilute germanium, so the maximum moves towards silicon. For the 3 nm wave, a single-site estimate on the simple cubic lattice raises the scattering at $x^*$ by 9 percent and puts the maximum at $x=0.243$. Here the wavelength is that of the mean crystal. The disorder also shortens the actual wavelength, by about 1 percent at $x^*$; if the actual wavelength is held fixed, the rise is about 4 percent and the maximum stays near 0.24. At the fixed energy 0.00827 eV a self-consistent single-site treatment of the same lattice moves the maximum to about 0.45, or to about 0.49 with the volume growth and softening above, and shortens the path at $x=0.1$ from 144 to about 105 nm along a cube axis and about 109 nm along a body diagonal, the dispersion of the lattice included. The effect fades at longer wavelengths, since $s=(\delta m/M)q^2a^2$ there. Dispersion of the simple cubic lattice adds 3 to 4 percent to $1/l$ at this wavelength. Real transverse branches flatten sooner, and a rough allowance for this gives 15 to 30 percent. The energy 0.00827 eV is 2.0 THz, close to the lowest zone-boundary transverse frequency of germanium, about 1.9 THz. The fixed-energy column is therefore outside the long-wave regime for germanium-rich alloys: there the real paths are shorter, and this effect pushes the fixed-energy maximum towards germanium.

Phonon-phonon scattering at 300 K can be sized by the customary high-temperature estimate, quoted here without derivation,

$$l_{\rm pp}=\frac{Mv^2q_D}{2\gamma_G^2k_BTq^2},\qquad q_D=(6\pi^2/V)^{1/3}.$$

With Grüneisen parameter $\gamma_G=1$ this is about 660 nm. Adding inverse paths reduces 134 nm to 112 nm. In this model $Mv^2$ and $V$ do not depend on composition, so at fixed wavelength the added term is a constant and the maximum stays where it was.

Finally, the sites were assumed to be filled independently. If like atoms cluster, $\langle\delta m_i\delta m_j\rangle$ no longer vanishes for neighbouring sites, and $g$ alone does not determine the scattering.

**Recommendation**

Step 3 should be replaced by the result $x^*=m_1/(m_1+m_2)$, and step 4 should state whether wavelength or frequency is held fixed. Neither version locates the minimum of the thermal conductivity. That quantity sums over phonons of many frequencies, weighted by their heat capacity and speed, with phonon-phonon scattering present. A one-speed Debye sum at 300 K with the two paths used here puts that minimum near $x=0.39$, or near 0.46 with the strain, volume growth and softening of Comment 7. The minimum is broad: in this model the conductivity at $x^*$ lies 3 to 6 percent above it, and at $x=1/2$ about 2 percent or less. The position is sensitive to what is left out. A rough first-order allowance for scattering beyond lowest order moves the two values to about 0.35 and 0.41 and raises the excess at $x=1/2$ to as much as 4.5 percent. The version with strain, growth and softening gives pure germanium about 83 W/mK, against about 60 measured; scaling the phonon-phonon term to match both pure crystals moves its minimum to about 0.50 and raises the excess at $x^*$ to about 10 percent. An alloy meant to block heat should therefore not be chosen from the peak of $g$ alone, although in these one-speed estimates the penalty for doing so is about 10 percent or less. The numerical output below lists the remaining compositions and inputs.

## Table of computed values

```
Si mass 28.085 u, Ge mass 72.630 u
plain variance peaks at x = 0.5000
g peaks at x = 0.2789 (search), 0.2789 (formula)
g at its peak 0.2432, g at x=0.5 0.1956
ratio of these two 1.243
Ge weight fraction at the peak 0.5000
Fourier power / plain variance 0.967
3D lattice vs formula, worst difference 0.42 %
3D lattice, fixed frequency: peak at x = 0.501
random chains, q = 0.2 per site; decay per site:
  x=0.100 simulated 8.463e-04 formula 8.433e-04
  x=0.279 simulated 1.219e-03 formula 1.216e-03
  x=0.500 simulated 9.870e-04 formula 9.781e-04
  x=0.800 simulated 3.945e-04 formula 3.910e-04
inputs: wavelength 3.0 nm, atom volume 0.02 nm^3
  Si sound speed 6000 m/s, temperature 300 K
wavenumber 2.094 1/nm, energy in Si 0.00827 eV
x, mean mass (u), g, path (nm) at fixed wavelength, fixed energy
  0.100 32.54 0.1687 193.6 144.2
  0.200 36.99 0.2320 140.8 81.1
  0.279 40.51 0.2432 134.3 64.5
  0.400 45.90 0.2260 144.5 54.1
  0.500 50.36 0.1956 166.9 51.9
  0.800 63.72 0.0782 417.6 81.1
path at g peak, fixed wavelength: 1343 angstrom
neglected effects (rough coefficients):
strain coefficient 40, mismatch 0.04
  bond strain adds 5.3 %, peak to x = 0.288
  cell growth alone: fixed-wavelength peak x = 0.289
  softening 0.10 + growth: fixed-energy peak 0.541
  beyond lowest order: rate x 1.089, peak x = 0.243
  lattice dispersion: rate x 1.028
  speed ratio L/T 1.6: rate x 3.06 (L), 0.75 (T)
  phonon-phonon path 663 nm (Gruneisen 1)
  path at g peak with phonon-phonon 111.7 nm
  Si isotope g 2.00e-04
```
